# Why the current in a cosine band peaks at eEaτ = ħ

**Question**

I am working through a problem set on interconnect metals. One exercise says: "Solve the nonlinear Boltzmann equation for a one-dimensional cosine band at constant relaxation time, and show that the steady current peaks when $eEa\tau=\hbar$."

I replaced $\partial f/\partial k$ by $\partial f_0/\partial k$ in the field term, as in the usual derivation of conductivity. That gave me $j=\sigma E$, which has no peak. How do I solve the equation without that replacement? And if the result is right, does a copper line have a maximum current density for this reason?

**Answer**

Your replacement keeps only the first order in the field, so it cannot produce a maximum. The full equation is easy to solve because, at constant $\tau$ and with a fixed equilibrium distribution, it is linear in $f$. What is nonlinear is the dependence of its solution on $E$.

**Setting up the equation**

Let the electron charge be $-e$, with $e>0$, and let a uniform field $E>0$ point along the chain. Take

$$\varepsilon(k)=\frac W2(1-\cos ka),\qquad v=\frac1\hbar\frac{d\varepsilon}{dk}=\frac{Wa}{2\hbar}\sin ka .$$

Here $W$ is the bandwidth and $a$ the lattice step. The equilibrium distribution $f_0$ is even in $k$, has the same electron density $n$ as $f$, and does not change with the field. Electrons stay in this one band.

The force gives $\hbar\dot k=-eE$, so the Boltzmann equation is

$$\frac{\partial f}{\partial t}-\frac{eE}{\hbar}\frac{\partial f}{\partial k}=-\frac{f-f_0}{\tau}.$$

Define $\theta=ka$ and $x=eEa\tau/\hbar$. Since $\partial/\partial k=a\,\partial/\partial\theta$, multiplying the steady equation by $\tau$ gives

$$f-x\frac{df}{d\theta}=f_0(\theta).$$

Integrated over one zone, the derivative term vanishes because $f$ is periodic. The densities of $f$ and $f_0$ therefore agree, as required.

**Solving for the distribution**

Use the integrating factor $e^{-\theta/x}$:

$$\frac{d}{d\theta}\left(e^{-\theta/x}f\right)=e^{-\theta/x}\left(\frac{df}{d\theta}-\frac fx\right)=-\frac1x e^{-\theta/x}f_0 .$$

Integrate from $\theta$ to infinity. A periodic $f$ is bounded, so the upper limit contributes zero, and

$$f(\theta)=\frac1x\int_\theta^\infty e^{-(\theta'-\theta)/x}f_0(\theta')\,d\theta'
=\int_0^\infty e^{-s}f_0(\theta+xs)\,ds,$$

where $\theta'=\theta+xs$. The homogeneous solution $e^{\theta/x}$ is not periodic, so nothing can be added to this.

The formula has a direct reading. An electron now at $\theta$ was at $\theta+xs$ a time $s\tau$ ago, and $e^{-s}$ is the probability that it has not scattered since.

**From the distribution to the current**

Let angle brackets denote averages over the distribution, and let $C_0=\langle\cos\theta\rangle_0$ be the equilibrium average. Substituting $\phi=\theta+xs$,

$$\langle\sin\theta\rangle=\int_0^\infty e^{-s}\langle\sin(\phi-xs)\rangle_0\,ds .$$

Expand $\sin(\phi-xs)=\sin\phi\cos xs-\cos\phi\sin xs$. The first term averages to zero because $f_0$ is even. Thus

$$-\langle\sin\theta\rangle=C_0\int_0^\infty e^{-s}\sin(xs)\,ds
=C_0\,\mathrm{Im}\frac1{1-ix}=C_0\frac{x}{1+x^2}.$$

The current density is $j=-en\langle v\rangle$, so the two minus signs cancel:

$$\boxed{\,j=en\frac{Wa}{2\hbar}C_0\frac{x}{1+x^2}\,}$$

Its dependence on $x$ has the derivative

$$\frac{d}{dx}\frac{x}{1+x^2}=\frac{(1+x^2)-2x^2}{(1+x^2)^2}=\frac{1-x^2}{(1+x^2)^2}.$$

For $C_0>0$ the current rises until $x=1$ and falls afterwards. The maximum is at

$$eE_{\rm pk}a\tau=\hbar,\qquad j_{\rm pk}=\frac{enWaC_0}{4\hbar}.$$

Within this model, $W$, filling and temperature affect the height, but at given $\tau$ they do not move the peak. An empty or full band has no current.

For $x\ll1$ the result becomes your linear law, $j=\sigma E$, with

$$\sigma=\frac{e^2n\tau Wa^2C_0}{2\hbar^2}.$$

Extrapolated to $x=1$, that law gives twice the true peak current. For $x\gg1$, $j\propto1/E$: an electron sweeps on average $x/2\pi$ zones between collisions, more than one for $x>2\pi$, and its positive and negative velocities largely cancel. Since $x/(1+x^2)$ is unchanged by $x\to1/x$, the currents at $x=0.5$ and $x=2$ are equal, both $0.8\,j_{\rm pk}$.

**Is the steady state reached, and where does the energy go?**

Let $C=\langle\cos\theta\rangle$ and $S=-\langle\sin\theta\rangle$. Multiply the time-dependent equation by $\cos\theta$ or $-\sin\theta$ and integrate the field term by parts:

$$\tau\dot C=-xS-(C-C_0),\qquad \tau\dot S=xC-S .$$

With $z=C+iS$, these combine into $\tau\dot z=-(1-ix)z+C_0$. If the field is switched on at $t=0$, with $z(0)=C_0$,

$$z(t)=\frac{C_0}{1-ix}+\left(C_0-\frac{C_0}{1-ix}\right)e^{-(1-ix)t/\tau}.$$

This is a Bloch oscillation of angular frequency $eEa/\hbar$, damped in a time $\tau$. The whole distribution settles too: the difference $g$ between two solutions obeys $\tau\,\partial_t g=x\,\partial_\theta g-g$, hence $g(\theta,t)=e^{-t/\tau}g(\theta+xt/\tau,0)$.

In the steady state the first moment equation gives $C_0-C=xS$. The mean energy gained per electron is therefore

$$\Delta\varepsilon=\frac W2(C_0-C)=\frac W2C_0\frac{x^2}{1+x^2}.$$

Also,

$$jE=en\frac{Wa}{2\hbar}SE=\frac n\tau\frac W2xS=\frac{n\Delta\varepsilon}{\tau}.$$

Joule heating thus equals the energy handed over by collisions. Keeping $f_0$ fixed assumes that a heat bath absorbs all of it.

**Numbers for a copper-like line**

Take $a=0.25$ nm, $W=6$ eV, $\tau=10$ fs, $T=378$ K and one electron per volume $a^3$, so $n=6.40\times10^{22}\ \mathrm{cm^{-3}}$. These are round model parameters in the rough regime of a narrow copper interconnect, not a calculated copper band structure.

The band is half full. At zero temperature the states $|\theta|<\pi/2$ are occupied, so

$$C_0=\frac{\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta}{\pi}=\frac2\pi=0.6366.$$

At finite temperature the chemical potential stays at $W/2$ by symmetry. Put $u=\cos\theta$ and $r=2k_BT/W$. Combining the occupations at $u$ and $-u$ gives

$$C_0=\frac2\pi\int_0^1\frac{u}{\sqrt{1-u^2}}\left[1-\frac{2}{e^{u/r}+1}\right]du .$$

The first term integrates to 1. For $r\ll1$ the second matters only near $u=0$, where the square root is close to 1. Using $\int_0^\infty u\,du/(e^{u/r}+1)=\pi^2r^2/12$,

$$C_0\simeq\frac2\pi\left(1-\frac{\pi^2r^2}{6}\right).$$

The computed value at 378 K is 0.6365, a relative reduction of $1.9\times10^{-4}$. Thermal smearing is negligible here.

At the peak, $eEa=\hbar/\tau=0.0658$ eV. Therefore

$$E_{\rm pk}=\frac{0.0658\ \mathrm V}{0.25\ \mathrm{nm}}=2.63\ \mathrm{MV/cm}.$$

The maximum band velocity is $Wa/2\hbar=1.14\times10^6$ m/s, which gives

$$j_{\rm pk}=en\,(1.14\times10^6\ \mathrm{m/s})\frac{C_0}{2}=3.7\times10^5\ \mathrm{MA/cm^2}.$$

The low-field resistivity is 3.54 µΩ cm, and the mean free path at the maximum velocity is 11.4 nm. At an operating current density of 2 MA/cm²,

$$E=(3.54\times10^{-6}\ \Omega\,\mathrm{cm})(2\times10^6\ \mathrm{A/cm^2})=7.08\ \mathrm{V/cm}.$$

This is $x=2.7\times10^{-6}$. The band nonlinearity lowers the current by a fraction $x^2=7\times10^{-12}$ relative to the linear law at the same field.

**Could the line reach the peak?**

Not in steady operation. A 100 nm line would need 26 V across it, and the Joule power would be

$$jE=(3.72\times10^{11})(2.63\times10^6)=9.8\times10^{17}\ \mathrm{W/cm^3}.$$

With the classical lattice heat capacity $3nk_B$ for one atom per electron, a 1000 K rise needs $2.65\times10^3\ \mathrm{J/cm^3}$. At the peak power this takes

$$\frac{2.65\times10^3}{9.8\times10^{17}}\ \mathrm s=2.7\ \mathrm{fs},$$

which assumes the steady power from the first instant. Counted from switch-on, $z(t)$ at $x=1$ gives an energy handed to the bath of $\Delta\varepsilon\,[t/\tau+e^{-t/\tau}\cos(t/\tau)-1]$ per electron, with $\Delta\varepsilon=0.955$ eV. This reaches $3k_B\times1000$ K after about 11 fs, roughly one $\tau$. Heat removal must also be counted, since without it even 2 MA/cm² would give 1000 K in 0.2 ms. For a line of length $L=100$ nm cooled at its ends, with thermal conductivity $\kappa\approx400$ W/(m K), the steady rise $jEL^2/8\kappa$ is $3\times10^6$ K at the peak, against $4\times10^{-5}$ K in operation. This is an energy estimate, not a simulation of melting. A 1000 K rise lowers $C_0$ by only 0.24%; what cannot be maintained is the lattice, and with it a constant $\tau$. The peak is not what sets the current limit of a copper line.

**Which assumption moves the peak most?**

Of the changes sized here, slow energy relaxation matters most. A collision may reverse an electron's momentum while removing little energy. Let the odd part of $f$ relax in $\tau$, but the even part in a longer time $\tau_{\rm in}$. The steady moment equations become

$$S=xC,\qquad C=C_0-x\frac{\tau_{\rm in}}\tau S .$$

Substituting the second into the first,

$$S=\frac{xC_0}{1+x^2\tau_{\rm in}/\tau}.$$

The maximum now lies at $x=\sqrt{\tau/\tau_{\rm in}}$, or

$$eEa\sqrt{\tau\tau_{\rm in}}=\hbar .$$

The peak current falls by the factor $\sqrt{\tau/\tau_{\rm in}}$, while $\sigma$ is unchanged. For a rough $\tau_{\rm in}=1$ ps, with the other inputs held fixed, the peak moves down tenfold to 0.263 MV/cm and $3.7\times10^4$ MA/cm². The same heating estimate then gives 0.27 ps at the steady power, or 0.64 ps counted from switch-on, still shorter than $\tau_{\rm in}$. At the operating field the nonlinear loss is still only $7\times10^{-10}$.

This two-rate rule belongs to one dimension, where elastic scattering only sends $k\to-k$. In three dimensions elastic scattering shares the gained energy among directions. For a simple cubic band with the field along [100], the same moment method gives $S=xC_0/[1+x^2(\tau_{\rm in}/3\tau+2/3)]$ when all elastic scattering mixes the three axes, so the peak lies at $x=0.17$ rather than $0.10$. The uniform solution also needs a line much longer than the maximum velocity times $\sqrt{\tau\tau_{\rm in}}$, about 110 nm here, which a 100 nm line is not.

Crystal direction gives a smaller shift. Consider an fcc band with nearest-neighbour hops $\mathbf R$ of length $a$. The path integral applies to each hop separately, with $x_R=e\tau\,\mathbf E\cdot\mathbf R/\hbar$. Cubic symmetry makes the equilibrium average $\langle\cos\mathbf k\cdot\mathbf R\rangle_0$ equal for all hops, so

$$j\propto\sum_{\mathbf R}(\hat{\mathbf E}\cdot\mathbf R)\frac{x_R}{1+x_R^2}.$$

- Along [100], every contributing hop has projection $\pm a/\sqrt2$. The peak is at $x=\sqrt2$.
- Along [110], one pair of opposite hops has projections $\pm a$ and four pairs have $\pm a/2$. Hence
$$j\propto\frac{x}{1+x^2}+\frac{x}{1+x^2/4}.$$
Setting the derivative to zero, with $u=x^2$, gives
$$(1-u)(1+u/4)^2+(1-u/4)(1+u)^2=0,$$
or $5u^3-u^2-20u-32=0$. Its one positive root gives $x=1.62$.

So even with a single $\tau$, the condition $x=1$ belongs to the cosine chain, not to every metal band.

Tunnelling to another band is a separate limit. Near a Bragg plane, two free-electron waves differ in energy by $2\hbar v_bq$, where $v_b=\pi\hbar/(m_ea)$ and $q$ is the wavevector measured from the plane. The field sweeps this difference at the rate $2v_beE$. For a gap $\Delta$, the coupling is $\Delta/2$, and the standard Landau–Zener formula gives

$$P=\exp\left[-\frac{2\pi(\Delta/2)^2}{\hbar(2v_beE)}\right]
=\exp\left[-\frac{\pi\Delta^2}{4\hbar v_beE}\right].$$

I have not derived the Landau–Zener formula here. As a check, direct integration of the two-wave Schrödinger equation at $E_{\rm pk}$ with $\Delta=0.6$ eV gives $P=0.326$, in agreement with the formula. For an assumed 4 eV gap, the formula gives $P=2\times10^{-22}$ per crossing. This is only a rough estimate, because such a gap is comparable with the free-electron energy at the zone edge, about 6 eV here, and two waves no longer describe the crystal accurately. Tunnelling is therefore negligible for the large gap but not for the small one, and the one-band result needs a well-separated band. The conduction band of copper hybridises with the d bands below the Fermi level, so it is not a well-separated cosine band.

Finally, the falling part of the curve need not support a uniform field. In a metal the plasma period is far shorter than $\tau$ (about 0.35 fs for these parameters, although the oscillation itself damps only over a time of order $\tau$). During a long-wavelength disturbance that is slow compared with this period, the local field therefore adjusts to keep the current, and hence $S$, nearly fixed. Setting $\delta S=0$ in the second moment equation (single $\tau$) gives $C\,\delta x=-x\,\delta C$. With $S=xC$, the first then gives $\tau\,\delta\dot C=(x^2-1)\,\delta C$. The disturbance decays for $x<1$ and grows for $x>1$. The formula for $x>1$ is the current at an imposed uniform field, not a guarantee that a device will keep that field uniform.

The remaining digits are in the numerical output below. There, "Ohmic loss, slow case" means the fractional shortfall of the current from Ohm's law, $x^2\tau_{\rm in}/\tau$, not Joule heating.

## Computed results

```
Lattice step a: 0.25 nm
Bandwidth W: 6.0 eV
Relaxation time tau: 10.0 fs
Temperature: 378 K
Electron density: 6.400e+22 cm^-3
Operating current density: 2.0 MA/cm2
C0 at zero temperature: 0.636620
C0 at operating temperature: 0.636496
Relative thermal loss of C0: 1.940e-04
Maximum band velocity: 1.139e+06 m/s
Mean free path at that velocity: 11.39 nm
Resistivity: 3.540 microohm cm
x = 0.1: j/j_peak = 0.1980
x = 0.5: j/j_peak = 0.8000
x = 1.0: j/j_peak = 1.0000
x = 2.0: j/j_peak = 0.8000
x = 10.0: j/j_peak = 0.1980
Numerical peak position x: 1.000000
Peak field: 2.633 MV/cm
Peak current density: 3.718e+05 MA/cm2
Energy e E a at peak: 0.0658 eV
Ratio e E a/W at peak: 0.0110
Line length: 100 nm
Voltage over line at peak: 26.33 V
Energy gain per electron at peak: 0.955 eV
Operating field: 7.081 V/cm
Operating x: 2.689e-06
Relative loss from Ohm's law: 7.233e-12
Energy relaxation time: 1.0 ps
Peak x with slow energy loss: 0.10000
Peak field with slow loss: 0.2633 MV/cm
Peak current, slow loss: 3.718e+04 MA/cm2
Ohmic loss, slow case: 7.233e-10
fcc [100] peak x: 1.4142
fcc [110] peak x: 1.6239
Assumed Bragg gap: 4.0 eV
Tunnelling per crossing: 2.252e-22
Test gap for tunnelling: 0.6 eV
Test-gap tunnelling, numerical: 0.3258
Test-gap formula: 0.3258
Lattice temperature rise: 1000 K
Heat needed: 2.651e+03 J/cm3
Joule power at peak: 9.790e+17 W/cm3
Heating time at peak: 2.708 fs
Joule power, slow peak: 9.790e+15 W/cm3
Heating time, slow peak: 0.271 ps
Joule power in operation: 1.416e+07 W/cm3
```
